# Waiting time and event selection in kinetic Monte Carlo

## What symmetry already fixes

An atom on a crystal surface can hop, an atom can arrive from the beam, a pair of atoms can break up. Kinetic Monte Carlo gives each such process a rate and asks two questions: when does the next event occur, and which one is it?

Take one process with constant rate $r$. A rate has the dimension of inverse time, and the problem contains no other quantity with a dimension. The probability $S(t)$ that nothing has happened by time $t$ can therefore depend only on the product $rt$:
$$S(t)=f(rt).$$

The process also has no memory: having waited for a time $s$ changes nothing about the future. Surviving to $s+t$ means surviving to $s$ and then for a further $t$, so with $a=rs$ and $b=rt$
$$f(a+b)=f(a)f(b).$$
An exponential has this property.

A second symmetry concerns the choice of event. Let $M$ identical, independent processes of rate $\rho$ compete. Exchanging their labels changes nothing, so each is first with probability $1/M$. Now put $n_i$ of them into group $i$. The group has total rate $r_i=n_i\rho$, all groups together have $R=M\rho$, and group $i$ is first with probability
$$\frac{n_i}{M}=\frac{n_i\rho}{M\rho}=\frac{r_i}{R}.$$

These arguments suggest the full answer. The stages below derive it for arbitrary rates and show that the time and the choice are independent.

## Stage 1: one clock

A Poisson process of rate $r$ is defined by three properties. In a short time $dt$ it fires with probability $r\,dt+o(dt)$, where $o(dt)$ vanishes faster than $dt$. Two or more firings in $dt$ have probability $o(dt)$. What happens in one time interval is independent of what happens in any other that does not overlap it.

To be silent up to $t+dt$, the clock must be silent up to $t$ and then during $dt$. By independence the probabilities multiply:
$$S(t+dt)=S(t)\,[1-r\,dt]+o(dt).$$
Subtract $S(t)$, divide by $dt$ and let $dt\to0$:
$$\frac{dS}{dt}=-rS,\qquad S(0)=1,\qquad S(t)=e^{-rt}.$$

The probability of a first firing between $t$ and $t+dt$ is $S(t)-S(t+dt)$, so the first firing time has density
$$-\frac{dS}{dt}=r\,e^{-rt}.$$

**Limit.** For $rt\ll1$, $1-S(t)\approx rt$, which returns the definition of the rate. For $r\to0$, $S\to1$ at any fixed time: a process of zero rate never fires and may stay in the list without harm.

## Stage 2: two clocks

Let clocks 1 and 2 run independently. Clock 1 wins at time $s$ if it fires there while clock 2 is still silent. The density for this is
$$r_1e^{-r_1s}\times e^{-r_2s}=r_1e^{-(r_1+r_2)s}.$$
Integrate over all $s$ later than $t$:
$$P(1\text{ wins},\,T>t)=\int_t^\infty r_1e^{-(r_1+r_2)s}\,ds=\frac{r_1}{r_1+r_2}\,e^{-(r_1+r_2)t}.$$
Here $T$ is the time of the first event, whichever clock produces it.

**Limit.** For $r_2\to0$ this becomes $e^{-r_1t}$, the result for one clock. The opposite limit, $r_2\gg r_1$, is more instructive. Clock 1 then wins with the small probability of about $r_1/r_2$. When it does win, the time dependence is still $e^{-(r_1+r_2)t}$, so the mean wait is $1/(r_1+r_2)$ and not the much longer $1/r_1$. The slow clock can win only by firing early, before the fast one.

## Stage 3: any number of clocks

Let there be $N$ independent clocks with constant rates $r_i\ge0$ and total
$$R=\sum_{i=1}^N r_i,\qquad 0<R<\infty.$$
No event at all has occurred by $t$ if every clock is silent:
$$P(T>t)=\prod_{i=1}^N e^{-r_it}=e^{-Rt}.$$

Let $I$ be the index of the winner. Clock $i$ wins at time $s$ with density
$$r_ie^{-r_is}\prod_{j\ne i}e^{-r_js}=r_ie^{-Rs},$$
because the exponents add up to the total rate. Integration from $t$ to infinity gives
$$P(I=i,\,T>t)=\frac{r_i}{R}\,e^{-Rt}.\tag{1}$$

Setting $t=0$ gives $P(I=i)=r_i/R$. These probabilities sum to one, so ties have probability zero. The right side of (1) is the product of $P(I=i)$ and $P(T>t)$, which means that $I$ and $T$ are independent. Knowing which event came first says nothing about how long it took.

The moments follow by integration by parts:
$$\langle T\rangle=\int_0^\infty tRe^{-Rt}dt=\frac1R,\qquad \langle T^2\rangle=\int_0^\infty t^2Re^{-Rt}dt=\frac{2}{R}\langle T\rangle=\frac{2}{R^2}.$$
The variance is $2/R^2-1/R^2=1/R^2$, so the standard deviation equals the mean.

**Limit.** For $N$ equal rates $r$, the choice has probability $1/N$, as label symmetry demands, and the mean wait is $1/(Nr)$: doubling the surface area at fixed density of processes halves the time per event. If $R=0$ there is no next event, and (1) has no meaning.

**Numerical test.** Three clocks with rates 0.5, 1.0 and 2.5 per second have $R=4.0$ per second. Formula (1) predicts a mean wait of 0.2500 s and winning probabilities 0.125, 0.250 and 0.625. Each process was represented by points scattered at random along a time axis, without using an exponential waiting time. The earliest points in 50,000 trials gave a mean wait of 0.2494 s and winning fractions 0.123, 0.251 and 0.626. The differences are within the statistical scatter. The mean wait was also compared separately for each winner, and agreed with $1/R$ within five standard errors in all three cases.

## Stage 4: from random numbers to an event

A computer supplies numbers $u$ distributed uniformly between 0 and 1. For such a number, $P(u<x)=x$ when $0\le x\le1$. Define
$$T=-\frac{\ln u}{R}.\tag{2}$$
The condition $T>t$ means $-\ln u>Rt$. Multiplication by $-1$ reverses the inequality, $\ln u<-Rt$, and the exponential function preserves it, $u<e^{-Rt}$. Therefore
$$P(T>t)=P(u<e^{-Rt})=e^{-Rt},$$
which is the required law. The value $u=0$ must be excluded because its logarithm diverges; $u=1$ is harmless and gives $T=0$.

For the choice, form the cumulative rates $C_0=0$ and $C_i=r_1+\dots+r_i$, so that $C_N=R$. Draw a second uniform number $v$, with $0\le v<1$ and independent of $u$, and select the $i$ for which
$$C_{i-1}\le vR<C_i.\tag{3}$$
The allowed range of $v$ has length $(C_i-C_{i-1})/R=r_i/R$, which is the required probability. Since $u$ and $v$ are independent, so are $T$ and $I$.

Processes of equal rate can be grouped. A class of $n$ processes with rate $k$ occupies an interval of length $nk$. Once the class is found, subtract the cumulative rate before it from $vR$. The remainder is uniform between 0 and $nk$, and the integer part of remainder$/k$, plus one, is the number of the process within the class.

**Limit.** With a single process, (3) always selects it and (2) reduces to stage 1. For the three clocks above, 200,000 draws with (2) and (3) gave a mean wait of 0.2499 s and fractions 0.125, 0.251 and 0.624.

### Two ways to break the rule

Suppose the event is selected correctly but its time is then drawn with its own rate, as $-\ln(u)/r_i$. If all $N$ rates are positive, the mean becomes
$$\sum_{i=1}^N\frac{r_i}{R}\,\frac1{r_i}=\frac NR.$$
It is too long by a factor $N$. The procedure forgets that a selected slow process must have beaten all the others. For the three clocks the predicted wrong mean is $3/4.0=0.75$ s; simulation of the error gave 0.752 s.

Suppose instead that one number serves both purposes, $v=u$. The first process, with $p_1=r_1/R$, is then selected when $u<p_1$, which means when $u$ is small and the wait long. An antiderivative of $-\ln u$ is $u-u\ln u$, which vanishes as $u\to0$. Hence
$$\langle T\rangle_{I=1}=\frac1{Rp_1}\int_0^{p_1}(-\ln u)\,du=\frac{p_1-p_1\ln p_1}{Rp_1}=\frac{1-\ln p_1}{R}.$$
For $p_1=0.125$ this is $3.079/4.0=0.770$ s instead of 0.250 s, and the simulated value was 0.770 s. The overall mean wait and the selection probabilities remain correct, so neither reveals the fault. What is lost is the independence of time and event.

## Stage 5: many events

After an event the surface has changed, and so may the rates. What happens to the clocks that lost? Suppose clock $i$ won at time $\tau$. The density for this, together with each loser $j$ staying silent for a further time $t_j$, is
$$r_ie^{-r_i\tau}\prod_{j\ne i}e^{-r_j(\tau+t_j)}=r_ie^{-R\tau}\prod_{j\ne i}e^{-r_jt_j}.$$
Dividing by the density $r_ie^{-R\tau}$ of the known facts leaves
$$\prod_{j\ne i}e^{-r_jt_j}.$$
The remaining waits of the losers are again independent exponentials with their original rates. The winner also starts afresh, because its future is independent of its past. Nothing is lost by discarding all clocks, writing the new list of rates and drawing new $u$ and $v$.

This connects the algorithm with the master equation. Let $k_{ab}$ be the rate from configuration $a$ to $b$, and $P_b(t)$ the probability of being in $b$. During $dt$, probability $P_ak_{ab}\,dt$ enters $b$ from each $a$, and $P_bk_{ba}\,dt$ leaves towards each $a$. Hence
$$\frac{dP_b}{dt}=\sum_{a\ne b}P_ak_{ab}-P_b\sum_{a\ne b}k_{ba}.$$

**Numerical test.** Three configurations were given the rates $k_{12}=2.0$, $k_{13}=0.5$, $k_{21}=0.7$, $k_{23}=1.5$, $k_{31}=3.0$ and $k_{32}=0.4$ per second. Starting in configuration 1, the master equation gives occupations 0.4058, 0.3900 and 0.2042 after 0.7 s. From 100,000 trajectories the fractions were 0.4057, 0.3899 and 0.2044.

**Limit.** If the rates happen not to change over $n$ events, the elapsed time is a sum of $n$ independent waits. Means and variances add, giving mean $n/R$ and standard deviation $\sqrt n/R$. The relative scatter is $1/\sqrt n$: a single wait is as uncertain as its mean, while the total after 10,000 events scatters by 1 %.

### When rates change during the wait

If the temperature is ramped, the rates depend on time even without an event. The argument of stage 1 then gives $dS/dt=-R(t)S$ for the whole list, with the solution
$$S(t)=\exp\left[-\int_0^tR(t')\,dt'\right].$$
The time must be found from $\int_0^TR(t')\,dt'=-\ln u$, and the event selected with probabilities $r_i(T)/R(T)$, the ratios at the moment of firing. If these ratios change with time, the event and the time are no longer independent. If $\int_0^\infty R(t')\,dt'$ is finite, as for purely activated processes on a cooling ramp, the equation has no solution whenever $-\ln u$ exceeds that integral, and then no further event occurs. For constant rates the integral is $RT$ and (2) returns.

## Stage 6: one step of metal growth

Consider a (100) metal surface at 200 K with 10,000 sites, three isolated adatoms and one dimer, that is, two adjacent adatoms. An activated move with barrier $E$ has the rate
$$k=\nu\,e^{-E/k_BT},\qquad \nu=10^{13}\ \text{per second},\qquad k_BT=0.01723\ \text{eV}.$$
There are four classes:

- Terrace hops: each isolated adatom has four directions, so there are 12 moves. With $E=0.40$ eV each has rate 832.6 per second, together 9991.4 per second.
- Sideways moves of a dimer atom: 4 moves with $E=0.45$ eV, each 45.76 per second, together 183.05 per second. Such a move leaves the two atoms diagonal to each other.
- Separation of the dimer along its axis: 2 moves with $E=0.60$ eV, together 0.0152 per second.
- Deposition: 0.01 monolayer per second is 0.01 atom per site and second, on 10,000 sites 100 per second.

The total is
$$R=9991.37+183.05+0.0152+100=10274.4\ \text{per second},$$
and the mean wait is $1/R=97.3$ µs. The next event is a terrace hop with probability 0.972, a sideways dimer move with 0.018, a deposition with 0.0097 and a dimer separation with $1.5\times10^{-6}$.

Let the random numbers be $u=0.30$ and $v=0.985$. The time advances by
$$T=\frac{-\ln0.30}{R}=\frac{1.2040}{10274.4\ \text{s}^{-1}}=117.2\ \text{µs}.$$
For the choice, $vR=10120.3$ per second. This lies above the first cumulative rate, 9991.4, and below the second, 10174.4, so a dimer atom moves sideways. The remainder is 128.9 per second, and $128.9/45.76=2.82$. Its integer part is 2, so the third of the four moves is carried out. A search through the full list of 10,018 single processes selected the same move.

Dimer separation along the axis shows the effect of competition. Alone, it would take 65.8 s on average. This is not the lifetime of the dimer, whose atoms cease to be nearest neighbours much sooner through a sideways move. If separation along the axis is the next event in the full list, the mean wait is nevertheless 97.3 µs. Its rarity appears in the selection probability and not in the time step.

The own-rate error would be severe here: the mean time step would be $10018/10274.4=0.975$ s, about 10,000 times too long. Nearly all of this comes from deposition. Each single site waits 100 s on average for an atom, and a deposition is selected with probability 0.009733, which contributes 0.973 s.

## The model beside a real surface

The barriers, prefactor and flux are rough values in the regime of silver growing on Ag(100); they are not a fit to a measured sample. The five adatoms correspond to a very early stage of growth, since the beam delivers five atoms in 0.05 s. Steps, defects and larger islands are absent. They would add processes to the list, and any with a barrier well below 0.40 eV could dominate $R$. Their effect is not sized here.

The total rate is very sensitive to an error in the barriers. If all three are lower by 0.02 eV, with temperature and flux held fixed, each activated rate grows by $e^{0.02/0.01723}\approx3.2$ and $R$ by a factor 3.17. The shift of 0.02 eV is only an illustration: 0.05 eV would multiply $R$ by 18. The prefactor is uncertain as well, and $\nu=3\times10^{12}$ per second would lower $R$ by a factor 3.26. A temperature higher by 1 K, at fixed barriers, raises $R$ by 12 %. An adatom may also move by exchanging places with a surface atom. If this opens four further moves for each of the three isolated adatoms, with a barrier 0.10 eV above that of the hop, $R$ rises by 0.29 %. Desorption of the three isolated adatoms, with a barrier of 2.5 eV, has a total rate of about $3\times10^{-50}$ per second and can be dropped.

Quantum effects on the hop can be estimated with one vibration of frequency $f=3$ THz along the hop, taking the barrier top to be as strongly curved as the well. All other vibrations are assumed to have the same frequencies in the well and at the barrier top, so that their quantum factors cancel. Under these assumptions classical transition-state theory gives a prefactor close to $f$, about $3\times10^{12}$ per second rather than the $10^{13}$ used above, so this picture serves only to size the quantum correction. The value 3 THz is also on the high side: a cosine profile with a 0.40 eV barrier and a 2.89 Å period gives 1.46 THz for a silver atom, and a correction of about 1 %. Let $x=hf/(2k_BT)$. In the well, the classical partition function $k_BT/(hf)=1/(2x)$ is replaced by $1/(2\sinh x)$. The rate is inversely proportional to it and gains a factor $\sinh x/x$. At energy $\varepsilon$ measured from its top, a parabolic barrier transmits with probability $1/(1+e^{-y})$, where $y=2\pi\varepsilon/(hf)$. With $a=x/\pi$, the thermal average relative to the classical one is
$$a\int_{-\infty}^{\infty}\frac{e^{-ay}}{1+e^{-y}}\,dy=\frac{\pi a}{\sin\pi a}=\frac{x}{\sin x}.$$
The product of the two factors is $\sinh x/\sin x=1.044$ at 200 K, a correction of about 4 % under these assumptions. The integral converges for $a<1$, that is, above $hf/(2\pi k_B)=22.9$ K. Near and below that temperature this estimate fails.

All these effects change the rates that enter the list. They leave the law (1) intact. Two others touch the law itself. The first is a drift of the rates during a wait: at a heating rate of 1 K/s, $R$ changes by a fraction of about $10^{-5}$ in one mean wait, so constant rates are an excellent approximation. The second is memory. An adatom stays at a site for $1/(4\times832.6\ \text{s}^{-1})=300$ µs on average. If its vibrations forget their past in roughly 10 ps, the ratio of the two times is $3.3\times10^{-8}$, and nearly every wait is long enough for the memory to be lost. This ratio does not limit the share of double hops, in which an atom that has just crossed a barrier goes on over the next before losing its energy. If they matter, they must enter the list as separate processes with their own rates.

The numerical output follows.

## Numbers as computed

```
TEST CLOCKS, rates (1/s): [0.5 1.  2.5]  R = 4.0
mean wait: formula 0.2500 s
  scattered points 0.2494 s
  algorithm        0.2499 s
selection: formula   [0.125 0.25  0.625]
  scattered points   [0.123  0.2507 0.6262]
  algorithm          [0.1249 0.2508 0.6243]
own-rate error: mean wait 0.7517 s
shared-u error: mean wait if clock 1 wins 0.7701 s
  formula for it 0.7699 s
three-state occupations at 0.7 s
  master equation    [0.4058 0.39   0.2042]
  trajectories       [0.4057 0.3899 0.2044]
EXAMPLE
temperature 200 K, kT = 0.01723 eV
prefactor 1.0e+13 1/s, flux 0.01 monolayer/s, sites 10000
barriers (eV): [0.4  0.45 0.6 ]
terrace hop: 12 x 832.6 = 9991.4 1/s, probability 0.9724
dimer sideways: 4 x 45.76 = 183.05 1/s, probability 0.01782
dimer separation: 2 x 0.007597 = 0.015195 1/s, probability 1.479e-06
deposition: 10000 x 0.01 = 100 1/s, probability 0.009733
total rate R = 10274.4 1/s
mean wait 1/R = 97.33 microseconds
u = 0.3, -ln(u) = 1.2040
drawn wait = 117.2 microseconds
v = 0.985, v*R = 10120.3 1/s
cumulative rates (1/s): [ 9991.37 10174.41 10174.43 10274.43]
selected: dimer sideways, remainder 128.9 1/s, move 3
number of single processes N = 10018
mean wait with own-rate error N/R = 0.975 s
mean wait for dimer separation alone = 65.8 s
NEGLECTED EFFECTS
barriers lower by 0.02 eV: R times 3.17
temperature higher by 1 K: R up 12.1 %
exchange hops (+0.10 eV): R up 0.29 %
quantum factor of hop rate (3 THz): 1.044
tunnelling crossover temperature 22.9 K
drift of 1 K/s: R changes by 1.2e-05 (fraction) per mean wait
adatom residence time 300.3 microseconds
memory time 10 ps / residence time = 3.3e-08
desorption (2.5 eV), all adatoms: 3.0e-50 1/s
```
